# Comment on using Q44 P2 P3 as a tensor shear eigenstrain: verification in Python

```python
"""
Result under test: if Q44 is defined by the ENGINEERING shear,
    gamma4 = 2*eps23 = Q44*P2*P3   (zero stress),
the tensor eigenstrain is eps23 = Q44*P2*P3/2. Using Q44*P2*P3 for eps23
doubles the strain and multiplies the SHEAR part of the elastic energy at
zero total strain by four.
Symbols: P polarization (C/m2), Q11 Q12 Q44 electrostriction (m4/C2),
C11 C12 C44 stiffness (Pa), e0 tensor eigenstrain, energies in J/m3.
shear_factor multiplies Q44*Pi*Pj in e0: 0.5 is right, 1.0 is the mistake.
Model parameters are round, in the rough range of perovskite oxides.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation

Q11, Q12, Q44 = 0.10, -0.035, 0.06
C11, C12, C44 = 180e9, 100e9, 110e9
P_SIZE = 0.30
RIGHT, WRONG = 0.5, 1.0
MJ = 1e6


def close(a, b, rtol=1e-9):
    a, b = np.asarray(a, float), np.asarray(b, float)
    return np.max(np.abs(a - b)) <= rtol * np.max(np.abs(b))


def cubic_tensor(t11, t12, t2323):
    t = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            if i == j:
                t[i, i, i, i] = t11
            else:
                t[i, i, j, j] = t12
                t[i, j, i, j] = t[i, j, j, i] = t2323
    return t


def eigenstrain(P, shear_factor, q=(Q11, Q12, Q44)):
    e = shear_factor * q[2] * np.outer(P, P)
    np.fill_diagonal(e, q[1] * (P @ P) + (q[0] - q[1]) * P**2)
    return e


C = cubic_tensor(C11, C12, C44)


def energy(strain, e0, stiffness=C):
    d = strain - e0
    return 0.5 * np.einsum('ij,ijkl,kl', d, stiffness, d)


ZERO = np.zeros((3, 3))
P = P_SIZE * np.array([0, 1, 1]) / np.sqrt(2)
e_right, e_wrong = eigenstrain(P, RIGHT), eigenstrain(P, WRONG)
e_normal = eigenstrain(P, 0.0)
gamma0 = Q44 * P[1] * P[2]

# Full index sum, with Q44 = 4*Q2323, on a general polarization
P_general = np.array([0.11, -0.17, 0.23])
full_Q = cubic_tensor(Q11, Q12, Q44 / 4)
e_sum = np.einsum('ijkl,k,l', full_Q, P_general, P_general)
assert close(e_sum, eigenstrain(P_general, RIGHT))
assert not close(e_sum, eigenstrain(P_general, WRONG), 0.01)

# Work of a shear stress: both off-diagonal entries contribute
tau = 1e8
stress = np.zeros((3, 3))
stress[1, 2] = stress[2, 1] = tau
assert close(np.sum(stress * e_right), tau * gamma0)
assert close(np.sum(stress * e_wrong), 2 * tau * gamma0)

# Angle lost between deformed axes 2 and 3 (small P: linear regime)
for factor, multiple in ((RIGHT, 1), (WRONG, 2)):
    F = np.eye(3) + eigenstrain(P / 10, factor)
    a, b = F[:, 1], F[:, 2]
    lost = np.arcsin(a @ b / np.linalg.norm(a) / np.linalg.norm(b))
    assert close(lost, multiple * gamma0 / 100, 1e-4)

# An isotropic solid must respond covariantly to a rotation of P
q_iso = (Q11, Q12, 2 * (Q11 - Q12))
R = Rotation.from_rotvec([0.4, -0.7, 0.9]).as_matrix()
for factor, covariant in ((RIGHT, True), (WRONG, False)):
    rotated = R @ eigenstrain(P_general, factor, q_iso) @ R.T
    direct = eigenstrain(R @ P_general, factor, q_iso)
    assert close(direct, rotated, 1e-9 if covariant else 0.01) == covariant

# Stretch of a line along [011]
line = np.array([0, 1, 1]) / np.sqrt(2)
stretch = [np.linalg.norm((np.eye(3) + e) @ line) - 1
           for e in (e_right, e_wrong)]
assert close(stretch[0], (Q11 + Q12 + Q44 / 2) * P_SIZE**2 / 2, 1e-6)

# Clamped energies from the full contraction
total_right, total_wrong = energy(ZERO, e_right), energy(ZERO, e_wrong)
normal_part = energy(ZERO, e_normal)
shear_right = total_right - normal_part
shear_wrong = total_wrong - normal_part
assert close(shear_right, 0.5 * C44 * (Q44 * P[1] * P[2])**2)
assert close(shear_wrong / shear_right, 4)
assert total_wrong / total_right < 2
shear_halved_twice = energy(ZERO, eigenstrain(P, 0.25)) - normal_part
assert close(shear_halved_twice / shear_right, 0.25)


# Field conjugate to P2 from the clamped shear energy
def shear_energy(P_vec, factor):
    return (energy(ZERO, eigenstrain(P_vec, factor))
            - energy(ZERO, eigenstrain(P_vec, 0.0)))


step = np.array([0, 1e-4, 0])
field = [(shear_energy(P + step, f) - shear_energy(P - step, f)) / 2e-4
         for f in (RIGHT, WRONG)]
assert close(field[0], C44 * Q44**2 * P[1] * P[2]**2, 1e-6)
assert close(field[1] / field[0], 4, 1e-6)

# Imposed engineering shear, in multiples of gamma0
imposed = {}
for multiple in (0.5, 1.0, 1.5):
    strain = np.zeros((3, 3))
    strain[1, 2] = strain[2, 1] = multiple * gamma0 / 2
    imposed[multiple] = [abs(energy(strain, e) - normal_part)
                         for e in (e_right, e_wrong)]
assert close(imposed[0.5][1] / imposed[0.5][0], 9, 1e-6)
assert imposed[1.0][0] < 1e-6 * shear_right
assert close(imposed[1.0][1], shear_right, 1e-6)
assert close(imposed[1.5][1], imposed[1.5][0], 1e-6)


# Free crystal: relax all six strains numerically
def relaxed_strain(e0):
    def unpack(x):
        return 1e-3 * np.array([[x[0], x[5], x[4]],
                                [x[5], x[1], x[3]],
                                [x[4], x[3], x[2]]])
    fit = minimize(lambda x: energy(unpack(x), e0) / 1e5, np.zeros(6),
                   options={'gtol': 1e-7})
    return unpack(fit.x), fit.fun * 1e5


free_right, free_energy_right = relaxed_strain(e_right)
free_wrong, free_energy_wrong = relaxed_strain(e_wrong)
assert close(2 * free_right[1, 2], gamma0, 1e-4)
assert close(2 * free_wrong[1, 2], 2 * gamma0, 1e-4)
assert max(free_energy_right, free_energy_wrong) < 1e-6 * shear_right


# Equal twins P3 and -P3, walls normal to axis 2, zero mean strain
def twinned(factor):
    e_a = eigenstrain(P, factor)
    e_b = eigenstrain(P * np.array([1, 1, -1]), factor)
    normal = np.array([0, 1, 0])

    def layer(x):
        m = 1e-3 * np.outer(x, normal)
        return (m + m.T) / 2

    fit = minimize(lambda x: (energy(layer(x), e_a)
                              + energy(-layer(x), e_b)) / 2e5,
                   np.zeros(3), options={'gtol': 1e-7})
    return fit.fun * 1e5, 2 * layer(fit.x)[1, 2]


twin_right, twin_gamma_right = twinned(RIGHT)
twin_wrong, twin_gamma_wrong = twinned(WRONG)
assert close([twin_right, twin_wrong], [normal_part] * 2, 1e-6)
assert close(twin_gamma_right, gamma0, 1e-4)
assert close(twin_gamma_wrong, 2 * gamma0, 1e-4)

# Clamped choice between [001] and [011] at fixed |P|, P1 = 0
P001 = np.array([0, 0, P_SIZE])
total_001 = energy(ZERO, eigenstrain(P001, RIGHT))
gain_right, gain_wrong = total_001 - total_right, total_001 - total_wrong
normal_gain = (C11 - C12) * (Q11 - Q12)**2 / 4
assert close(gain_right, P_SIZE**4 * (normal_gain - C44 * Q44**2 / 8))
assert close(gain_wrong, P_SIZE**4 * (normal_gain - C44 * Q44**2 / 2))
free_preference = 2.0 * MJ
angles = np.linspace(0, 45, 91)


def best_angle(factor):
    values = []
    for t in np.radians(angles):
        n = np.array([0, np.sin(t), np.cos(t)])
        landau = free_preference * 4 * n[1]**2 * n[2]**2
        values.append(landau + energy(ZERO, eigenstrain(P_SIZE * n, factor)))
    return angles[np.argmin(values)]


angle_right, angle_wrong = best_angle(RIGHT), best_angle(WRONG)
assert angle_right == 45 and angle_wrong == 0


# Sphere in an infinite matrix of equal stiffness: angular average
def sphere_energy(e0, stiffness, order=24):
    s0 = np.einsum('ijkl,kl', stiffness, e0)
    nodes, weights = np.polynomial.legendre.leggauss(order)
    total = 0.0
    for z, w in zip(nodes, weights):
        for phi in 2 * np.pi * np.arange(2 * order) / (2 * order):
            r = np.sqrt(1 - z * z)
            n = np.array([r * np.cos(phi), r * np.sin(phi), z])
            acoustic = np.einsum('ijkl,j,l->ik', stiffness, n, n)
            t = s0 @ n
            total += w * (t @ np.linalg.solve(acoustic, t))
    return 0.5 * (np.sum(s0 * e0) - total / (4 * order))


e_shear = e_right - e_normal
mu, nu = 100e9, 0.3
lam = 2 * mu * nu / (1 - 2 * nu)
C_iso = cubic_tensor(lam + 2 * mu, lam, mu)
eshelby = 1 - 2 * (4 - 5 * nu) / (15 * (1 - nu))
assert close(sphere_energy(e_shear, C_iso, 12)
             / energy(ZERO, e_shear, C_iso), eshelby, 1e-8)
sphere_shear = sphere_energy(e_shear, C)
assert close(sphere_energy(e_shear, C, 16), sphere_shear, 1e-6)
sphere_normal = sphere_energy(e_normal, C)
sphere_excess_right = sphere_energy(e_right, C) - sphere_normal
sphere_excess_wrong = sphere_energy(e_wrong, C) - sphere_normal
assert close(sphere_excess_right, sphere_shear, 1e-7)
assert close(sphere_excess_wrong / sphere_excess_right, 4, 1e-7)

# Sizes of other neglected effects
Fe = np.linalg.inv(np.eye(3) + e_right)
green = (Fe.T @ Fe - np.eye(3)) / 2
finite_change = energy(green, ZERO) / total_right - 1
third_order_ratio = 10.0
anharmonic = third_order_ratio * np.max(np.abs(np.diag(e_right)))
background = 7.0
depolarization = P_SIZE**2 / (2 * epsilon_0 * background)
P_drift, Q_spread = 0.05, 0.10
drift_change = shear_energy(P * (1 + P_drift), RIGHT) / shear_right - 1
spread_change = (1 + Q_spread)**2 - 1
wall_energy = 0.010
clamped_stress = -np.einsum('ijkl,kl', C, e_right)
principal = np.linalg.eigvalsh(clamped_stress)

print(f"Q11, Q12, Q44 = {Q11:.3f}, {Q12:.3f}, {Q44:.3f} m4/C2")
print(f"C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"|P| along [011] = {P_SIZE*100:.1f} uC/cm2")
print(f"P2 = P3 = {P[1]*100:.2f} uC/cm2")
print(f"engineering shear gamma0 = {gamma0*100:.4f} %")
print(f"tensor shear, right = {e_right[1,2]*100:.4f} %")
print(f"tensor shear, wrong = {e_wrong[1,2]*100:.4f} %")
print(f"strain along [011], right = {stretch[0]*100:.4f} %")
print(f"strain along [011], wrong = {stretch[1]*100:.4f} %")
print(f"clamped shear stress size, right = {C44*gamma0/MJ:.0f} MPa")
print(f"clamped shear stress size, wrong = "
      f"{2*C44*e_wrong[1,2]/MJ:.0f} MPa")
print(f"clamped shear energy, right = {shear_right/MJ:.4f} MJ/m3")
print(f"clamped shear energy, wrong = {shear_wrong/MJ:.4f} MJ/m3")
print(f"ratio of shear energies = {shear_wrong/shear_right:.4f}")
print(f"shear energy if halved twice = {shear_halved_twice/MJ:.4f} MJ/m3")
print(f"clamped normal-strain energy = {normal_part/MJ:.4f} MJ/m3")
print(f"clamped total energy, right = {total_right/MJ:.4f} MJ/m3")
print(f"clamped total energy, wrong = {total_wrong/MJ:.4f} MJ/m3")
print(f"ratio of total energies = {total_wrong/total_right:.3f}")
print(f"shear field on P2, right = {field[0]/1e8:.4f} MV/cm")
print(f"shear field on P2, wrong = {field[1]/1e8:.4f} MV/cm")
for m, (er, ew) in imposed.items():
    print(f"imposed shear {m:.1f} gamma0: right {er/MJ:.4f}, "
          f"wrong {ew/MJ:.4f} MJ/m3")
print(f"free crystal gamma, right = {2*free_right[1,2]*100:.4f} %")
print(f"free crystal gamma, wrong = {2*free_wrong[1,2]*100:.4f} %")
print(f"twinned total energy, right = {twin_right/MJ:.4f} MJ/m3")
print(f"twinned total energy, wrong = {twin_wrong/MJ:.4f} MJ/m3")
print(f"twin local gamma, right = {twin_gamma_right*100:.4f} %")
print(f"twin local gamma, wrong = {twin_gamma_wrong*100:.4f} %")
print(f"clamped total energy for [001] = {total_001/MJ:.4f} MJ/m3")
print(f"elastic gain of [011], right = {gain_right/MJ:.4f} MJ/m3")
print(f"elastic gain of [011], wrong = {gain_wrong/MJ:.4f} MJ/m3")
print(f"chosen free preference for [001] = {free_preference/MJ:.1f} MJ/m3")
print(f"best angle from [001], right = {angle_right:.1f} deg")
print(f"best angle from [001], wrong = {angle_wrong:.1f} deg")
print(f"sphere in matrix: shear energy kept = "
      f"{100*sphere_shear/shear_right:.1f} %")
print(f"finite strain: total energy change = {100*finite_change:.2f} %")
print(f"rough third-order/C44 stiffness ratio = {third_order_ratio:.0f}")
print(f"elastic anharmonicity, rough size = {100*anharmonic:.1f} %")
print(f"rough background permittivity = {background:.0f} (relative)")
print(f"uncompensated depolarization = {depolarization/MJ:.0f} MJ/m3")
print(f"P up {100*P_drift:.0f} %: shear energy up {100*drift_change:.1f} %")
print(f"Q44 up {100*Q_spread:.0f} %: shear energy up "
      f"{100*spread_change:.1f} %")
print(f"rough wall energy = {wall_energy*1e3:.0f} mJ/m2")
print(f"twin width for break-even, right = "
      f"{wall_energy/shear_right*1e9:.1f} nm")
print(f"twin width for break-even, wrong = "
      f"{wall_energy/shear_wrong*1e9:.1f} nm")
print("principal clamped stresses, right = "
      + ", ".join(f"{s/MJ:.0f}" for s in principal) + " MPa")
print("success")
```

Output:

```
Q11, Q12, Q44 = 0.100, -0.035, 0.060 m4/C2
C11, C12, C44 = 180, 100, 110 GPa
|P| along [011] = 30.0 uC/cm2
P2 = P3 = 21.21 uC/cm2
engineering shear gamma0 = 0.2700 %
tensor shear, right = 0.1350 %
tensor shear, wrong = 0.2700 %
strain along [011], right = 0.4275 %
strain along [011], wrong = 0.5625 %
clamped shear stress size, right = 297 MPa
clamped shear stress size, wrong = 594 MPa
clamped shear energy, right = 0.4009 MJ/m3
clamped shear energy, wrong = 1.6038 MJ/m3
ratio of shear energies = 4.0000
shear energy if halved twice = 0.1002 MJ/m3
clamped normal-strain energy = 1.4458 MJ/m3
clamped total energy, right = 1.8468 MJ/m3
clamped total energy, wrong = 3.0496 MJ/m3
ratio of total energies = 1.651
shear field on P2, right = 0.0378 MV/cm
shear field on P2, wrong = 0.1512 MV/cm
imposed shear 0.5 gamma0: right 0.1002, wrong 0.9021 MJ/m3
imposed shear 1.0 gamma0: right 0.0000, wrong 0.4009 MJ/m3
imposed shear 1.5 gamma0: right 0.1002, wrong 0.1002 MJ/m3
free crystal gamma, right = 0.2700 %
free crystal gamma, wrong = 0.5400 %
twinned total energy, right = 1.4458 MJ/m3
twinned total energy, wrong = 1.4458 MJ/m3
twin local gamma, right = 0.2700 %
twin local gamma, wrong = 0.5400 %
clamped total energy for [001] = 4.3983 MJ/m3
elastic gain of [011], right = 2.5515 MJ/m3
elastic gain of [011], wrong = 1.3487 MJ/m3
chosen free preference for [001] = 2.0 MJ/m3
best angle from [001], right = 45.0 deg
best angle from [001], wrong = 0.0 deg
sphere in matrix: shear energy kept = 43.0 %
finite strain: total energy change = -1.23 %
rough third-order/C44 stiffness ratio = 10
elastic anharmonicity, rough size = 3.1 %
rough background permittivity = 7 (relative)
uncompensated depolarization = 726 MJ/m3
P up 5 %: shear energy up 21.6 %
Q44 up 10 %: shear energy up 21.0 %
rough wall energy = 10 mJ/m2
twin width for break-even, right = 24.9 nm
twin width for break-even, wrong = 6.2 nm
principal clamped stresses, right = -801, -207, -18 MPa
success
```
